Integrating massless light-by-light helicity amplitudes to the high-energy cross section

**Question**

I am trying to show that the one-loop cross section for γγ → γγ tends to 4.7 α⁴/ω² when the centre-of-mass photon energy ω is far above the electron mass m. I was given the massless helicity amplitudes, with s = 4ω² and

a = −t/s = (1 − cos θ)/2,  b = −u/s = 1 − a.

Up to phases the amplitudes are M = 8α² 𝓜. For incoming → outgoing helicities,

𝓜(++ → ++) = f = 1 + (b − a)ℓ + ½(a² + b²)(ℓ² + π²),  ℓ = ln(a/b)

𝓜(+− → +−) = g(a) = 1 + p(L + iπ) + ½q(L² + 2πiL)

with L = ln a, p = (1 + a)/b, q = (1 + a²)/b². Also 𝓜(+− → −+) = g(b). The amplitude ++ → −− and every amplitude with an odd number of minus signs have |𝓜| = 1. Parity gives the rest.

Squaring g produces terms with b⁻⁴, and integrated one at a time some of them diverge at b = 0. My rough numerical integral is finite, but it comes out about twice too large. How is the angular integral done properly, and where does the factor of two go?

**Answer**

The factor of two comes from the identical photons in the final state. The divergences are an artefact of splitting g into pieces, and they cancel in the sum. With a = e^(−x), g can be regrouped into functions that are smooth at b = 0, which makes the cancellation visible. The integral can then be done in closed form. The coefficient comes out as 4.78, slightly above the 4.7 you were asked to show.

**What the amplitudes stand for**

I take your amplitudes as the input. They are the massless limit of the electron loop

iM = −e⁴ Σ ∫ dᴰl/(2π)ᴰ tr[ε̸₁q̸₁ε̸₂q̸₂ε̸₃q̸₃ε̸₄q̸₄]/(q₁²q₂²q₃²q₄²),

where e² = 4πα, the sum runs over the six cyclic orderings of the photons, and the qᵢ are the electron momenta between vertices. Outgoing photons enter with reversed momentum and conjugate polarization. I have not reduced this integral to your formulas by hand. It was evaluated numerically, near D = 4 and extrapolated to D = 4, for all 16 helicity choices at a = 0.3 and a = 0.07. The moduli |𝓜| agree with your expressions to 1.5×10⁻⁶. Only moduli enter the cross section.

**From amplitudes to the cross section**

Averaging over the four initial helicity states gives

dσ/dΩ = [1/(64π²s)] · ¼ Σ|M|².

Of the 16 amplitudes, two have modulus |f|, two have |g(a)|, two have |g(b)|, two are of the type ++ → −−, and eight have an odd number of minus signs. The last ten contribute 1 each, so

S = Σ|𝓜|² = 10 + 2f² + 2|g(a)|² + 2|g(b)|².

With |M|² = 64α⁴|𝓜|² and s = 4ω²,

dσ/dΩ = 64α⁴S/(4 · 64π² · 4ω²) = α⁴S/(16π²ω²).

Integrating over the whole sphere counts each final state twice, because exchanging the two photons gives the same state. Hence σ = ½∫dΩ (dσ/dΩ). Since dΩ = 4π da after the azimuthal integral,

σ = Cα⁴/ω²,  C = A/(8π),  A = ∫₀¹ S da = 10 + 2F + 4G,

F = ∫₀¹ f² da,  G = ∫₀¹ |g(a)|² da.

The two g terms have equal integrals because a ↔ b maps one into the other.

**Why the mass may be dropped**

Near the forward direction, a → 0, both f and g(a) grow as ½ln²a, while g(b) → 0 (shown below). So S grows as ln⁴a, which is integrable. The massless amplitudes fail where |t| ≲ m², a fraction of order m²/s of the range of a. There the mass cuts the logarithms off at about ln(s/m²), so the region contributes of order

(m²/s) ln⁴(s/m²) → 0.

Outside this region the mass still changes the amplitudes, by terms of order (m²/|t|) ln²(s/m²). Since the amplitudes themselves grow no faster than ln²(s/m²), S changes by at most about (m²/|t|) ln⁴(s/m²). Integrating 1/|t| down to |t| ≈ m² adds one more logarithm, so the whole correction is of order (m²/s) ln⁵(s/m²), which also tends to zero. The backward direction is the same by symmetry. This is an estimate, not a calculation with a massive loop.

**The integral F**

Let y = a − b. Then da = dy/2, ℓ = ln[(1 + y)/(1 − y)], a² + b² = (1 + y²)/2, and

f = 1 − yℓ + ¼(1 + y²)(ℓ² + π²).

Write ⟨X⟩ = ½∫X dy over −1 < y < 1. Because dℓ/dy = 2/(1 − y²),

d/dy[yⁿ(1 − y²)ℓᵏ] = n yⁿ⁻¹ℓᵏ − (n + 2)yⁿ⁺¹ℓᵏ + 2k yⁿℓᵏ⁻¹.

The left side integrates to zero, which leaves the recurrence

(n + 2)⟨yⁿ⁺¹ℓᵏ⟩ = n⟨yⁿ⁻¹ℓᵏ⟩ + 2k⟨yⁿℓᵏ⁻¹⟩.

The starting values follow from a Beta integral:

⟨e^(vℓ)⟩ = ∫₀¹ aᵛb⁻ᵛ da = Γ(1 + v)Γ(1 − v) = πv/sin πv = 1 + π²v²/6 + 7π⁴v⁴/360 + …

The coefficient of vᵏ is ⟨ℓᵏ⟩/k!, so ⟨ℓ²⟩ = π²/3 and ⟨ℓ⁴⟩ = 7π⁴/15. The recurrence then gives, in order,

⟨yℓ⟩ = 2/2 = 1
⟨yℓ³⟩ = 6⟨ℓ²⟩/2 = π²
⟨y²ℓ²⟩ = (⟨ℓ²⟩ + 4⟨yℓ⟩)/3 = 4/3 + π²/9
⟨y³ℓ⟩ = (2⟨yℓ⟩ + 2⟨y²⟩)/4 = 2/3
⟨y³ℓ³⟩ = (2⟨yℓ³⟩ + 6⟨y²ℓ²⟩)/4 = 2 + 2π²/3
⟨y⁴ℓ²⟩ = (3⟨y²ℓ²⟩ + 4⟨y³ℓ⟩)/5 = 4/3 + π²/15
⟨y²ℓ⁴⟩ = (⟨ℓ⁴⟩ + 8⟨yℓ³⟩)/3 = 8π²/3 + 7π⁴/45
⟨y⁴ℓ⁴⟩ = (3⟨y²ℓ⁴⟩ + 8⟨y³ℓ³⟩)/5 = 16/5 + 8π²/3 + 7π⁴/75

together with ⟨y²⟩ = 1/3 and ⟨y⁴⟩ = 1/5. Now square f and take the pieces one by one:

⟨(1 − yℓ)²⟩ = 1 − 2 + 4/3 + π²/9 = 1/3 + π²/9

½⟨(1 + y²)(ℓ² + π²)⟩ = ½(π²/3 + 4/3 + π²/9 + 4π²/3) = 2/3 + 8π²/9

−½⟨yℓ(1 + y²)(ℓ² + π²)⟩ = −½(π² + 2 + 2π²/3 + 5π²/3) = −1 − 5π²/3

The last piece is (1/16)⟨(1 + 2y² + y⁴)(ℓ⁴ + 2π²ℓ² + π⁴)⟩. Its three parts, before the factor 1/16, are

ℓ⁴ part: 16/5 + 8π² + 196π⁴/225
2π²ℓ² part: 8π² + 280π⁴/225
π⁴ part: 28π⁴/15 = 420π⁴/225

Their sum divided by 16 is 1/5 + π² + 56π⁴/225. Adding all four pieces,

F = 1/5 + π²/3 + 56π⁴/225 = 27.734.

**Removing the false poles from g**

Put a = e^(−x), so L = −x and da becomes e^(−x)dx on 0 < x < ∞. Define

n = 1/(eˣ − 1),  β = xn.

Then p = (1 + a)/(1 − a) = 1 + 2n. Also

q = [(1 − a)² + (1 + a)²]/[2(1 − a)²] = ½(1 + p²).

Since p = coth(x/2), its derivative is p′ = ½(1 − p²), and therefore q = 1 − p′ = 1 − 2n′. Separate g = R + iπJ:

J = p − qx = 1 + 2n − x + 2xn′ = 1 − x + 2β′

R = 1 − px + ½qx² = 1 − x + ½x² − (2xn + x²n′) = 1 − x + ½x² − (xβ)′

The function β = 1 − x/2 + x²/12 + … is smooth at x = 0, so J and R are finite there. Inserting the series gives J ≈ −2x/3 and R ≈ x²/4, so g vanishes at a = 1. A zero here is consistent with angular momentum conservation: the state +− has J_z = +2 along the beam, while the outgoing +− pair at θ = π has J_z = −2. That argument does not fix the massless behaviour, however. It requires a zero of order b², while g vanishes only as b, and it also requires ++ → +− to vanish along the beam, where the massless modulus is 1. With a massive electron both zeros appear in the required form, but only inside the narrow regions |t|, |u| ≲ m² that the massless formulas do not describe.

We need G = ∫e^(−x)(R² + π²J²)dx. The tools are

n′ = −n(1 + n),  e^(−x)(1 + n) = n,  hence e^(−x)n = n − e^(−x),

and, from n = Σ e^(−jx) over j ≥ 1, ∫xᵏn dx = k! ζ(k + 1) for k ≥ 1. Integrals run from 0 to ∞ unless a cutoff is shown, and ζₖ means ζ(k).

**The integral of J²**

Expand J² = (1 − x)² + 4(1 − x)β′ + 4β′². The first term gives ∫e^(−x)(1 − x)²dx = 1 − 2 + 2 = 1. For the second, integrate by parts with β(0) = 1:

∫e^(−x)(1 − x)β′ = −1 + ∫e^(−x)(2 − x)β
= −1 + 2(ζ₂ − 1) − (2ζ₃ − 2)
= −1 + 2ζ₂ − 2ζ₃.

Here e^(−x)β = x(n − e^(−x)) was used. For the third term, β′ = n − xn(1 + n), so

e^(−x)β′² = e^(−x)n² − 2xn³ + x²n³(1 + n).

These terms diverge separately at x = 0. Start the integrals at x = δ, and write n_δ = n(δ) and N = ∫_δ n dx. Because n³(1 + n) = −(n³/3)′,

∫_δ x²n³(1 + n) = δ²n_δ³/3 + (2/3)∫_δ xn³,

so that

∫_δ e^(−x)β′² = ∫_δ e^(−x)n² − (4/3)∫_δ xn³ + δ²n_δ³/3.

The relations n² = −n′ − n and n³ = −½(n²)′ − n² give, up to terms that vanish with δ,

∫_δ n² = n_δ − N
∫_δ xn² = δn_δ + N − ζ₂
∫_δ xn³ = ½δn_δ² + ½(n_δ − N) − δn_δ − N + ζ₂
∫_δ e^(−x)n² = ∫_δ (n² − n + e^(−x)) = n_δ − 2N + 1

In the combination, N has coefficient −2 + (4/3)(3/2) = 0. What remains is

1 − (4/3)ζ₂ + n_δ/3 − (2/3)δn_δ² + (4/3)δn_δ + δ²n_δ³/3.

Insert n_δ = 1/δ − ½ + O(δ). The 1/δ terms have coefficient 1/3 − 2/3 + 1/3 = 0, and the finite parts of the last four terms are −1/6 + 2/3 + 4/3 − 1/2 = 4/3. So

∫e^(−x)β′² = 7/3 − (4/3)ζ₂.

Adding 1 + 4(…) + 4(…),

∫e^(−x)J² = 19/3 + (8/3)ζ₂ − 8ζ₃ = 1.1034.

**The integral of R²**

Let w = 1 − x + ½x², so R = w − (xβ)′. First,

w² = 1 − 2x + 2x² − x³ + ¼x⁴,  ∫e^(−x)w² = 1 − 2 + 4 − 6 + 6 = 3.

For the cross term, (e^(−x)w)′ = −e^(−x)(2 − 2x + ½x²). The boundary terms vanish, and e^(−x)xβ = x²(n − e^(−x)), so

∫e^(−x)w(xβ)′ = ∫x²(n − e^(−x))(2 − 2x + ½x²)
= 2(2ζ₃ − 2) − 2(6ζ₄ − 6) + ½(24ζ₅ − 24)
= −4 + 4ζ₃ − 12ζ₄ + 12ζ₅.

For the squared derivative, (xβ)′ = 2xn − x²n(1 + n), hence

e^(−x)[(xβ)′]² = 4x²e^(−x)n² − 4x³n³ + x⁴n³(1 + n).

Each term now converges. Integrating the last by parts turns it into (4/3)∫x³n³, leaving 4∫x²e^(−x)n² − (8/3)∫x³n³. The same relations as before give

∫x²n² = 2ζ₂ − 2ζ₃
∫x³n² = 6ζ₃ − 6ζ₄
∫x³n³ = (3/2)∫x²n² − ∫x³n² = 3ζ₂ − 9ζ₃ + 6ζ₄
∫x²e^(−x)n² = ∫x²(n² − n + e^(−x)) = 2ζ₂ − 4ζ₃ + 2

Therefore

∫e^(−x)[(xβ)′]² = (8ζ₂ − 16ζ₃ + 8) − (8ζ₂ − 24ζ₃ + 16ζ₄) = 8 + 8ζ₃ − 16ζ₄.

Combining 3 − 2(cross term) + (squared derivative),

∫e^(−x)R² = 19 + 8ζ₄ − 24ζ₅ = 2.7723.

So G = 2.7723 + π² × 1.1034 = 13.662.

**The coefficient**

Since C = (1/2π)(A/4) and A/4 = 5/2 + F/2 + G, collect terms using ζ₂ = π²/6 and ζ₄ = π⁴/90:

rational: 5/2 + 1/10 + 19 = 108/5
π²: 1/6 + 19/3 = 13/2
π⁴: 28/225 + 20/225 + 100/225 = 148/225

The result is

σ → Cα⁴/ω²,

C = (1/2π)[108/5 + 13π²/2 − 8π²ζ(3) + 148π⁴/225 − 24ζ(5)] = 4.779.

The requested 4.7 is this number cut off after one decimal. Rounded, it is 4.8, and I would quote 4.78. Without the identical-photon factor you get 9.56, which is your factor of two.

A separate test integrated the loop diagrams over 12 angles without using f, g or the closed form. It gave 4.786, which is 0.13% above the closed result and within the 0.5% tolerance set for that coarse quadrature. The truncated value 4.7 lies 1.7% below the closed result.

**Reading the angular distribution**

The total C = 4.779 is the sum of 0.398 from the ten constant amplitudes, 2.207 from the f terms and 2.174 from the g terms. At 90°,

f = 1 + π²/4 = 3.467,  g = 0.122 − 1.463i,

S = 10 + 2(3.467)² + 4(0.122² + 1.463²) = 42.7.

The mean of S over the sphere is A = 120.1, nearly three times larger, because S rises steeply towards the beam. The pure ln⁴a law is approached very slowly: S/ln⁴a is 2.6 at a = 0.05, 0.89 at a = 10⁻⁶ and 0.96 at a = 10⁻⁴⁰. At a finite energy the mass stops the growth near a ≈ m²/s, before this law is established. The region |cos θ| > 0.9 covers 10% of the solid angle and carries 46% of the cross section.

**A number, and where the formula stops**

Take ω = 20 MeV. This is about 39 electron masses, while s is only 0.036 of the muon-pair threshold 4m_μ². With α = 0.0072974, α⁴ = 2.836×10⁻⁹ and

σ = 4.779 × 2.836×10⁻⁹/(20 MeV)² = 3.388×10⁻¹¹ MeV⁻².

Multiplying by (ħc)² = (197.327 MeV fm)² gives 1.319×10⁻⁶ fm². Since 1 fm² = 10⁷ nb, this is 13.2 nb. The massless formula gives a differential cross section of 0.746 nb/sr at 90°. For the mass correction, the estimate for |t| ≲ m² divided by A is about 0.8%. The extra logarithm from larger |t|, ln(s/m²) ≈ 8.7, would raise this to about 7%. Both figures set an unknown numerical coefficient to 1, so they are neither predictions nor bounds. Integrating the one-loop amplitudes with the electron mass kept gives 13.4 nb at this energy, 1.5% above the massless value, and 0.754 nb/sr at 90°, 1% above it. The muon loop changes σ by only about 0.001 nb. The massless formula is therefore good for σ ≈ 13 nb and no further digits.

At ω ≪ m the formula fails completely. Gauge invariance then requires four field strengths, so M ~ α²ω⁴/m⁴ and σ ~ |M|²/ω² ~ α⁴ω⁶/m⁸, which rises with energy instead of falling.

At energies far above the muon mass as well, the muon loop has the same massless amplitude as the electron loop. The two add before squaring. With these two leptons alone, M doubles and the coefficient becomes 4C = 19.1. The value 4.78 therefore belongs to the electron loop alone, at order α⁴ in the cross section.

The numerical output below lists the main values used here.

Computed results

```
largest diagram-formula amplitude difference: 1.5e-06
F, integral of f^2: 27.733909
integral of R^2: 2.772320
integral of J^2: 1.103369
G, integral of |g|^2: 13.662135
A, integrated helicity sum: 120.11636
C from closed form: 4.779278
C from angular quadrature: 4.779278
C from diagrams, 12 angles: 4.7856
C without identical-photon factor: 9.5586
part of C from ten constant amplitudes: 0.3979
part of C from equal helicities (f): 2.2070
part of C from opposite helicities (g): 2.1744
f at 90 degrees: 3.46740
g at 90 degrees, real part: 0.12169
g at 90 degrees, imaginary part: -1.46315
helicity sum S at 90 degrees: 42.6682
share of sigma at |cos theta| > 0.9: 0.4614
photon energy omega: 20.0 MeV
electron mass energy: 0.510999 MeV
fine-structure constant alpha: 0.007297353
hbar c: 197.32698 MeV fm
s / (4 muon mass^2): 0.0358
sigma in natural units: 3.38816e-11 MeV^-2
total cross section: 13.1928 nb
differential cross section at 90 degrees: 0.7459 nb/sr
rough relative size of mass correction: 7.9e-03
```
